# Amplitude and Phase After Muonium Converts to a Diamagnetic State, part 2

Muons that first form muonium and later convert to a diamagnetic state show a changed precession signal in a transverse field. We seek its late amplitude and phase.

The field $B$ lies along $z$. The transverse muon polarization, averaged over surviving muons, is $P=\langle\sigma_x\rangle+i\langle\sigma_y\rangle$, with $P(0)=1$. Frequencies are signed angular frequencies, positive for a counterclockwise turn; they and the rates are in µs$^{-1}$. Conversion has the constant rate $\lambda$, is sudden, irreversible and independent of spin, and preserves the muon spin state. The fraction still unconverted is $e^{-\lambda t}$.

A precursor with a single frequency $\omega_M$, converting to a state with frequency $\omega_D$, leaves the late signal

$$P(t)\to r\,e^{i\omega_Dt},\qquad r=\frac{\lambda}{\lambda-i\Delta},\qquad \Delta=\omega_M-\omega_D,$$

with $|r|=\lambda/\sqrt{\lambda^2+\Delta^2}$ and phase $\varphi=\arctan(\Delta/\lambda)$. Here each muon keeps its full polarization; the loss comes from the spread of conversion times, which fans out the arrows.

For muonium, the polarization before conversion is a sum of lines,

$$P_{\rm Mu}(t')=\sum_ja_je^{i\omega_jt'},\qquad \sum_ja_j=1 ,$$

and at late times

$$r=\sum_ja_j\frac{\lambda}{\lambda-i\Delta_j},\qquad \Delta_j=\omega_j-\omega_D .$$

The diamagnetic muon precesses like a free one, clockwise: $\omega_D=-\omega_\mu$. With the magnetic moments $\mu_\mu$ and $\mu_e$, the precession speeds are $\omega_\mu=2\mu_\mu B/\hbar>0$ and $\omega_e=2|\mu_e|B/\hbar>0$. With an isotropic hyperfine coupling of angular frequency $\omega_0$, the muonium Hamiltonian is

$$\frac{H}{\hbar}=\frac{\omega_0}{4}\,\boldsymbol\sigma_e\cdot\boldsymbol\sigma_\mu+\frac{\omega_e}{2}\sigma_e^z-\frac{\omega_\mu}{2}\sigma_\mu^z .$$

We also write $\sigma_\mu^+=\sigma_\mu^x+i\sigma_\mu^y$.

The numerical example has $\lambda=100$ µs$^{-1}$ and, for muonium at 1 mT, $\Delta=88.47$ µs$^{-1}$. The single-line formula gives $|r|=0.749$ and $\varphi=41.5^\circ$. As a check, the arrows of 400 000 muons with randomly drawn conversion times were averaged; these are the "sampled" values in the numerical output.

**Q:** And its levels?

**A:** Write states as $|m_em_\mu\rangle$. The operator $\sigma_e^x\sigma_\mu^x+\sigma_e^y\sigma_\mu^y$ turns $|{+-}\rangle$ into $2|{-+}\rangle$ and back, and gives zero on parallel spins. Thus $|1\rangle=|{++}\rangle$ and $|3\rangle=|{--}\rangle$ are eigenstates, with energies, divided by $\hbar$,

$$E_{1,3}=\frac{\omega_0}{4}\pm\bar\omega,\qquad \bar\omega=\frac{\omega_e-\omega_\mu}{2}.$$

In the basis $|{+-}\rangle,|{-+}\rangle$ the rest is

$$-\frac{\omega_0}{4}+\frac{\omega_0}{2}\begin{pmatrix}x&1\\1&-x\end{pmatrix},\qquad x=\frac{\omega_e+\omega_\mu}{\omega_0}.$$

The matrix has zero trace and determinant $-(1+x^2)$, so its eigenvalues are $\pm q$ with $q=\sqrt{1+x^2}$, and $E_{2,4}=-\omega_0/4\pm\omega_0q/2$. For the upper state $|2\rangle=c|{+-}\rangle+s|{-+}\rangle$ the first row gives $xc+s=qc$, or $s=(q-x)c$. Normalization needs

$$1+(q-x)^2=1+q^2+x^2-2qx=2q(q-x),$$

because $1+x^2=q^2$. With $(q-x)(q+x)=1$ this yields

$$c^2=\frac{1}{2q(q-x)}=\frac12\left(1+\frac xq\right),\qquad s^2=1-c^2=\frac12\left(1-\frac xq\right).$$

The lower state is $|4\rangle=-s|{+-}\rangle+c|{-+}\rangle$.

**Q:** Levels are not weights. How much polarization does each line carry?

**A:** The electron starts unpolarized and the muon along $x$, so the initial density matrix is $\tfrac14(1+\sigma_\mu^x)$. The unit part contributes nothing, because $\sigma_\mu^+$ has no trace. With $\sigma_\mu^x=\tfrac12(\sigma_\mu^++\sigma_\mu^-)$ and $\sigma_\mu^-=(\sigma_\mu^+)^\dagger$,

$$P_{\rm Mu}(t)=\frac18\sum_{a,b}\langle b|\sigma_\mu^++\sigma_\mu^-|a\rangle\langle a|\sigma_\mu^+|b\rangle e^{i(E_a-E_b)t}.$$

Each level has a definite total spin projection, and $\sigma_\mu^+$ raises it by one unit. If it leads from $b$ to $a$, it cannot lead from $a$ to $b$. The $\sigma_\mu^-$ term remains, and it supplies the complex conjugate:

$$P_{\rm Mu}(t)=\frac18\sum_{a,b}|\langle a|\sigma_\mu^+|b\rangle|^2e^{i(E_a-E_b)t}.$$

Since $\sigma^+|-\rangle=2|+\rangle$ and $\sigma^+|+\rangle=0$, the nonzero elements are

$$\langle1|\sigma_\mu^+|2\rangle=2c,\quad \langle2|\sigma_\mu^+|3\rangle=2s,\quad \langle1|\sigma_\mu^+|4\rangle=-2s,\quad \langle4|\sigma_\mu^+|3\rangle=2c .$$

Squaring, dividing by 8 and subtracting the energies gives four lines:

- $E_1-E_2=\bar\omega-\omega_0(q-1)/2$, weight $c^2/2$
- $E_2-E_3=\bar\omega+\omega_0(q-1)/2$, weight $s^2/2$
- $E_1-E_4=\bar\omega+\omega_0(q+1)/2$, weight $s^2/2$
- $E_4-E_3=\bar\omega-\omega_0(q+1)/2$, weight $c^2/2$

The weights add up to $c^2+s^2=1$.

**Q:** Four lines, four mismatches. Your simple square root is gone.

**A:** In a low field, $x\ll1$, most of it returns. Then $c^2$ and $s^2$ are both close to $\tfrac12$, and the first two lines lie close to $\bar\omega$. Their common mismatch is

$$\Delta=\bar\omega-\omega_D=\frac{\omega_e-\omega_\mu}{2}+\omega_\mu=\frac{\omega_e+\omega_\mu}{2}=\frac{\omega_0x}{2}.$$

They are displaced from it by $\mp\delta$, where $\delta=\omega_0(q-1)/2$. Because $q-1\le x^2/2$, we have $\delta\le\omega_0x^2/4=x\Delta/2$. The displacement is small compared with $\Delta$, and so with $|\lambda-i\Delta|$, whatever the rate. The pair has total weight $\tfrac12$ and contributes

$$\frac12\,\frac{\lambda}{\lambda-i\Delta}.$$

**Q:** Half? Then the square root alone overstates the signal by a factor of two.

**A:** For muonium in low field with $\lambda\ll\omega_0$ it does. The other half of the polarization sits in the two lines near $\pm\omega_0$. With $x$ and $\Delta$ neglected against 1 and $\omega_0$, they contribute

$$\frac14\left[\frac{\lambda}{\lambda-i\omega_0}+\frac{\lambda}{\lambda+i\omega_0}\right]=\frac14\,\frac{\lambda(\lambda+i\omega_0)+\lambda(\lambda-i\omega_0)}{\lambda^2+\omega_0^2}=\frac12\,\frac{\lambda^2}{\lambda^2+\omega_0^2}.$$

Together,

$$r\approx\frac12\,\frac{\lambda}{\lambda-i\Delta}+\frac12\,\frac{\lambda^2}{\lambda^2+\omega_0^2}.$$

If conversion takes many hyperfine periods, the second term is negligible, and

$$|r|\approx\frac12\,\frac{\lambda}{\sqrt{\lambda^2+\Delta^2}},\qquad \varphi\approx\arctan\frac{\Delta}{\lambda}.$$

The dependence on $\lambda$ and the phase are those of a single line; the amplitude has an additional factor $\tfrac12$.

**Q:** Is the lost half also a fan of arrows of full length?

**A:** No. At low field, and for times short compared with $1/\delta$, the four lines add up to about $\tfrac12e^{i\bar\omega t}(1+\cos\omega_0t)$. The muon polarization itself shrinks and grows, as spin passes back and forth between muon and electron. Conversion within this time catches it at random points of this cycle, and the average of $\tfrac12(1+\cos\omega_0t)$ over many cycles is $\tfrac12$.

**Q:** One thing in $\Delta$ bothers me. A mismatch is a difference, and you have added two speeds.

**A:** It is a difference of signed frequencies. In low field the slow muonium lines turn counterclockwise at $\bar\omega>0$, because the electron moment is much larger than that of the muon and has the opposite sign relative to the spin. The diamagnetic muon turns clockwise. Two hands that turn in opposite senses separate at the sum of their speeds.

The sign also tells what the phase means. The late $x$ component is

$$\mathrm{Re}\left[|r|e^{i(\varphi-\omega_\mu t)}\right]=|r|\cos(\omega_\mu t-\varphi),\qquad \varphi>0,$$

so the signal lags behind that of a muon that was diamagnetic from the start.

**Q:** Now put in numbers, and say where $\omega_0$ comes from.

**A:** For the free atom I use the contact interaction in the 1s state, with energy $\tfrac23\mu_0|\mu_e|\mu_\mu|\psi(0)|^2\,\boldsymbol\sigma_e\cdot\boldsymbol\sigma_\mu$. Comparison with $\tfrac14\hbar\omega_0\,\boldsymbol\sigma_e\cdot\boldsymbol\sigma_\mu$ gives

$$\omega_0=\frac{8\mu_0|\mu_e|\mu_\mu}{3\hbar}|\psi(0)|^2,\qquad |\psi(0)|^2=\frac{1}{\pi a^3},\qquad a=a_0\left(1+\frac{m_e}{m_\mu}\right),$$

where $a_0$ is the Bohr radius and the bracket accounts for the reduced mass. The result is $\omega_0=2.805\times10^4$ µs$^{-1}$. Relativistic and radiative corrections to the contact interaction, and recoil beyond the reduced mass, are left out. Together they lower $\omega_0$ by about two parts in $10^4$, to $2.804\times10^4$ µs$^{-1}$, which is the measured value for the free atom. The amplitudes given below change by no more than about $2\times10^{-5}$ with this shift. In a host material $\omega_0$ can differ, and an anisotropic coupling would need other levels.

At 1 mT the precession speeds are $\omega_e=176.09$ µs$^{-1}$ and $\omega_\mu=0.85$ µs$^{-1}$. Hence

$$\Delta=\frac{176.09+0.85}{2}\ \text{µs}^{-1}=88.47\ \text{µs}^{-1},\qquad x=\frac{176.94}{28049}=0.0063 .$$

The two slow lines lie at 87.34 and 87.90 µs$^{-1}$, so $\delta=0.28$ µs$^{-1}$, far below $\Delta$. For $\lambda=100$ µs$^{-1}$ the single-line factor was 0.749 with phase $41.5^\circ$. Muonium therefore gives

$$|r|=\tfrac12\times0.749=0.374,\qquad\varphi=41.5^\circ .$$

**Q:** That rests on your list of lines. What supports it?

**A:** A calculation that does not use the list. The density matrix $\rho$ of the two spins in muonium feeds the density matrix $\rho_D$ of the diamagnetic muon:

$$\frac{d\rho}{dt}=-\frac{i}{\hbar}[H,\rho]-\lambda\rho,\qquad \frac{d\rho_D}{dt}=-\frac{i}{\hbar}[H_D,\rho_D]+\lambda\,\mathrm{Tr}_e\,\rho,$$

with $H_D=-\tfrac12\hbar\omega_\mu\sigma_\mu^z$. The trace over the electron expresses that the muon spin state is kept. The late polarization from these equations was tested against the four-line sum at fields from 1 mT to 0.4 T, and agreed within $10^{-7}$ of the initial polarization. At 1 mT and 100 µs$^{-1}$ the equations give 0.3745 and $41.5^\circ$. Had I ignored the opposite senses of rotation and used the difference of the speeds of slow muonium and diamagnetic muon, $\bar\omega-\omega_\mu=86.77$ µs$^{-1}$, in place of $\Delta=\bar\omega+\omega_\mu$, the amplitude would have come out as 0.3777.

**Q:** And when conversion is not slow compared with the hyperfine period?

**A:** Then the second half comes back. At 1 mT the density-matrix equations give the following values, beside half of the single-line factor:

| $\lambda$ (µs$^{-1}$) | amplitude | phase | half factor |
|---|---|---|---|
| $10$ | 0.056 | $83.6^\circ$ | 0.056 |
| $10^2$ | 0.374 | $41.5^\circ$ | 0.374 |
| $10^3$ | 0.499 | $5.0^\circ$ | 0.498 |
| $10^4$ | 0.556 | $0.3^\circ$ | 0.500 |
| $10^5$ | 0.964 | $-0.002^\circ$ | 0.500 |

The two-term formula accounts for the rise. At $10^4$ µs$^{-1}$ its second term is $\tfrac12\times10^8/(10^8+7.87\times10^8)=0.056$, which brings 0.500 up to 0.556.

**Q:** The last phase is negative. With $\Delta>0$ your formula forbids that.

**A:** The two-term formula gives $+0.026^\circ$ there, so it fails for this tiny phase. It neglects terms of first order in $x$, which matter once the phase itself is of that size ($x=0.0063$ rad is $0.36^\circ$). Already at $10^4$ µs$^{-1}$ it gives $0.46^\circ$ where the full equations give $0.31^\circ$. For $\lambda\gg\omega_0$ expand the four-line sum:

$$r=1+\frac{i\langle\Delta_j\rangle}{\lambda}-\frac{\langle\Delta_j^2\rangle}{\lambda^2}-\frac{i\langle\Delta_j^3\rangle}{\lambda^3}+\dots,$$

where the brackets are averages with the weights $a_j$. Write $\Delta_j=\Delta+u_j$. To leading order in $x$ the slow lines have $u_j\approx0$, and the fast ones have $u_j\approx\pm\omega_0$ with weights $s^2/2$ and $c^2/2$. As $s^2-c^2\approx-x$,

$$\langle u_j\rangle\approx-\frac{x\omega_0}{2},\qquad \langle u_j^2\rangle\approx\frac{\omega_0^2}{2},\qquad \langle u_j^3\rangle\approx-\frac{x\omega_0^3}{2}.$$

With $\Delta=x\omega_0/2$ the mean mismatch cancels to this order. In the third moment the terms of first order in $x$ are

$$\langle\Delta_j^3\rangle\approx3\Delta\langle u_j^2\rangle+\langle u_j^3\rangle=\frac{3x\omega_0^3}{4}-\frac{x\omega_0^3}{2}=\frac{x\omega_0^3}{4}.$$

To leading order in $\omega_0/\lambda$ the phase is then $-x\omega_0^3/(4\lambda^3)=-3.5\times10^{-5}$ rad, or $-0.002^\circ$. This gives the sign and the rough size. Since $\omega_0/\lambda=0.28$ is not very small, the higher orders still count: the full four-line sum gives $-2.9\times10^{-5}$ rad, or $-0.0016^\circ$, which is the table entry before rounding.

**Q:** Last doubt. In a real sample some muons may be diamagnetic from the start. Do I still read $\varphi$ off the signal?

**A:** Not directly. If a fraction $h$ is diamagnetic at $t=0$ and the rest forms muonium, the arrows add to $h+(1-h)r$. In low field with $\lambda\ll\omega_0$,

$$h+(1-h)r\approx h+\frac{1-h}{2}\,\frac{\lambda^2+i\lambda\Delta}{\lambda^2+\Delta^2}.$$

The prompt part has zero phase and pulls the total phase below $\varphi$. Amplitude and phase must then be fitted together, with $h$ and $\lambda$ as the two unknowns.

One field may not be enough for this. Write the sum as $1-(1-h)(1-r)$. In the same approximation

$$1-r=\frac{\lambda/2-i\Delta}{\lambda-i\Delta},\qquad \tan\arg(1-r)=-\frac{\lambda\Delta}{\lambda^2+2\Delta^2},$$

and the tangent does not change when $\lambda$ is replaced by $2\Delta^2/\lambda$. A different $h$ can then make up for the different modulus, provided that it lies between 0 and 1. At 1 mT, for example, $h=0.20$ with $\lambda=100$ µs$^{-1}$ and $h=0.0732$ with $\lambda=156.5$ µs$^{-1}$ both give the amplitude 0.469 and the phase $25.1^\circ$. At 2 mT, where $\Delta$ is twice as large, the same two pairs give the phases $30.0^\circ$ and $39.7^\circ$. If $h$ and $\lambda$ do not depend on the field, a measurement at a second field thus tells them apart.

The values for muonium without a prompt part are listed in the numerical output below.

## Values computed for the example and the checks

```
Magnetic field: 1.0 mT
Hyperfine angular frequency w0: 28049.4 rad/us
Electron precession speed we: 176.086 rad/us
Muon precession speed wm: 0.8516 rad/us
Field parameter x: 0.006308 (no unit)
Line 1: weight 0.25158, signed frequency 87.338 rad/us
Line 2: weight 0.24842, signed frequency 87.896 rad/us
Line 3: weight 0.24842, signed frequency 28137.309 rad/us
Line 4: weight 0.25158, signed frequency -27962.075 rad/us
Mean triplet frequency w_M: 87.617 rad/us
Diamagnetic frequency w_D: -0.8516 rad/us
Signed mismatch Delta: 88.469 rad/us
Conversion rate lam: 100.0 1/us
Single-line amplitude factor: 0.74897 (no unit)
Single-line phase: 41.499 deg
Sampled muons: 400000
Sampled amplitude factor: 0.74958 (no unit)
Sampled phase: 41.491 deg
Half of single-line factor: 0.37448 (no unit)
Master-equation amplitude: 0.37448 (no unit)
Master-equation phase: 41.495 deg
Amplitude if speeds are subtracted: 0.37766 (no unit)
Surviving muonium at 0.1 us: 4.54e-05 (fraction)
Table: rate (1/us); master-equation amplitude, phase (deg);
  half single-line amplitude, phase (deg); with hyperfine term, same
  10; 0.05616 83.550; 0.05616 83.551; 0.05616 83.551
  100; 0.37448 41.495; 0.37448 41.499; 0.37449 41.498
  1000; 0.49867 5.030; 0.49805 5.056; 0.49869 5.049
  10000; 0.55636 0.313; 0.49998 0.507; 0.55636 0.456
  100000; 0.96353 -0.002; 0.50000 0.051; 0.96353 0.026
```
